# Symmetry Selection Rules for Infrared and Raman Fundamentals

A molecule has a set of symmetry operations, and its vibrations can appear in infrared absorption, in Raman scattering, in both or in neither. The parts below obtain the rules that decide this, starting from the behaviour of integrals under symmetry, and then apply them to a model molecule XY$_4$.

Let $G$ be a finite group of $h$ real orthogonal matrices $R$ acting on coordinates $x$. An operation acts on a function by $(Rf)(x)=f(R^{-1}x)$. All functions are real and all integrals are assumed to converge. Functions $f_1,\dots,f_d$ carry a representation if

$$Rf_i=\sum_j f_j\,D_{ji}(R).$$

The representation is irreducible, and is then called a species, if no subspace other than $\{0\}$ and the whole space is mapped into itself by all the $D(R)$. In the totally symmetric species $d=1$ and $D(R)=1$ for every $R$. Bases are chosen so that the $D(R)$ are orthogonal. The algebra uses atomic units.

## (a) What is the integral of a function that belongs to a species?

**Solution.** Let $I_i=\int f_i(x)\,dx$. Substitute $y=R^{-1}x$. Since $|\det R|=1$, the volume element is unchanged, and

$$\int f_i(R^{-1}x)\,dx=\int f_i(y)\,dy=I_i .$$

By the definition of the representation, the left side also equals $\sum_j I_jD_{ji}(R)$, so $I_i=\sum_j I_jD_{ji}(R)$ for each $R$. Averaging over the group gives

$$I_i=\sum_j I_jM_{ji},\qquad M=\frac1h\sum_{R}D(R).$$

To find $M$, multiply it by any $D(S)$:

$$D(S)M=\frac1h\sum_R D(SR)=M,$$

because $SR$ runs once through the group as $R$ does. Each column of $M$ is therefore a vector left unchanged by all operations. Such invariant vectors form a subspace that the group maps into itself. In a species it must be $\{0\}$ or the whole space. If it is the whole space, every $D(R)$ is the unit matrix, every line is mapped into itself, and irreducibility forces $d=1$: this is the totally symmetric species. In any other species $M=0$, and hence

$$\int f_i\,dx=0 .$$

This is the vanishing-integral theorem. The positive and negative contributions to the integral cancel between symmetry-related regions.

## (b) When can a matrix element $\langle a|O|b\rangle$ differ from zero?

**Solution.** The integrand is a product $a_iO_jb_k$. If the factors carry representations $\Gamma_a,\Gamma_O,\Gamma_b$, the products transform with products of matrix elements. The trace of the combined matrix, its character, is $\chi_a\chi_O\chi_b$.

This product representation is usually reducible, but $I_i=\sum_jI_jM_{ji}$ and $D(S)M=M$ still hold. Averaging the latter over $S$ gives $M^2=M$, so $M$ is a projector. Its columns are invariant, and an invariant vector $v$ satisfies $Mv=v$, so $M$ projects onto the invariant vectors. The trace of a projector is the dimension of the space it projects onto. The number of independent invariants is therefore

$$n=\operatorname{tr}M=\frac1h\sum_R\chi_a(R)\chi_O(R)\chi_b(R).$$

If $n=0$, then $M=0$ and all the matrix elements vanish. A non-zero one requires the product to contain the totally symmetric species.

The condition is necessary but not sufficient. Take the group $D_{3h}$ and the invariant weight $w=e^{-r^2}[1+0.3(x^3-3xy^2)]$ in dimensionless coordinates. The gradient of the invariant $x^3-3xy^2$ is $(3(x^2-y^2),-6xy)$ in the plane, and the gradient of an invariant transforms as a vector. Hence $(x^2-y^2,-2xy)$ has the same species as $(x,y)$, and their product contains an invariant. With the Gaussian averages $\overline{x^2}=\tfrac12$, $\overline{x^4}=\tfrac34$, $\overline{x^6}=\tfrac{15}8$,

$$\int w\,x(x^2-y^2)\,dx\,dy\,dz=0.3\,\pi^{3/2}\left(\tfrac{15}{8}-4\cdot\tfrac38+3\cdot\tfrac38\right)=2.51,$$

where the bracket is the average of $x^6-4x^4y^2+3x^2y^4$. The integral of $w\,y(x^2-y^2)$ involves the same two species, yet it is zero, since its integrand is odd under $y\to-y$.

## (c) Which matrix elements govern a fundamental?

**Solution.** A fundamental is the transition from the vibrational ground state to the state with one quantum in one mode. We assume a non-degenerate, totally symmetric electronic ground state, so that each nuclear geometry has one dipole $\mu$ and one polarizability $\alpha$. Infrared absorption in the electric-dipole approximation is governed by $\langle1_k|\mu|0\rangle$. In non-resonant Raman scattering the light induces a dipole through $\alpha$, a real symmetric tensor, and the relevant quantity is $\langle1_k|\alpha|0\rangle$. Components refer to axes fixed in the molecule.

For harmonic vibrations with mass-weighted normal coordinates $Q_k$,

$$\psi_0\propto e^{-\frac12\sum_l\omega_lQ_l^2},\qquad \psi_{1_k}=\sqrt{2\omega_k}\,Q_k\psi_0 .$$

The prefactor normalizes the state because $\langle0|Q_k^2|0\rangle=1/(2\omega_k)$.

The group $G$ is that of the equilibrium structure, masses included. Its operations rotate or reflect the displacements and carry them to equivalent atoms. They preserve the kinetic and potential energies, so they mix, orthogonally, coordinates of equal frequency. The exponent of $\psi_0$ is then invariant, and $\psi_{1_k}$ has the species $\Gamma_k$ of $Q_k$.

To first order, $\mu=\mu_0+\sum_l(\partial\mu/\partial Q_l)Q_l$. The constant term gives an odd integral in $Q_k$ and drops out, as do the terms with $l\ne k$. What remains is

$$\langle1_k|\mu|0\rangle=\sqrt{2\omega_k}\,\frac{\partial\mu}{\partial Q_k}\,\frac1{2\omega_k}=\frac1{\sqrt{2\omega_k}}\frac{\partial\mu}{\partial Q_k},$$

and the same holds for $\alpha$. A permanent dipole is not needed for infrared activity; a changing one is.

## (d) Which species are infrared active, and which are Raman active?

**Solution.** If the distorted molecule is turned or reflected as a whole, its properties follow:

$$\mu(Rx)=R\,\mu(x),\qquad \alpha(Rx)=R\,\alpha(x)R^{T}.$$

Let $O$ stand for the three components of $\mu$ or the six independent components of $\alpha$, transforming with matrices $D_O(R)$. Let $A$ be the matrix of first derivatives of $O$ with respect to the coordinates of one species $\Gamma_k$. Comparing terms linear in $Q$ gives

$$A\,D_k(R)=D_O(R)\,A .$$

If $AQ=0$, then $AD_k(R)Q=D_O(R)AQ=0$. The vectors annihilated by $A$ thus form a subspace mapped into itself, which is either everything or $\{0\}$. Either $A=0$, or $A$ maps the coordinates one-to-one onto combinations of components of $O$ that transform as $\Gamma_k$. Therefore:

- a fundamental can be infrared active only if its species occurs among those of $x,y,z$;
- it can be Raman active only if its species occurs among those of $x^2,y^2,z^2,xy,yz,zx$, which transform as the components of $\alpha$.

The number of independent constants that symmetry leaves free in $A$ is the number of matrices unchanged by $A\to D_O(R)AD_k(R)^{-1}$. The trace of this action is $\chi_O(R)\chi_k(R)$, because $D_k$ is orthogonal and $D_k^{-1}$ has the same trace. By part (b) the number is

$$n=\frac1h\sum_R\chi_k(R)\chi_O(R).$$

This is also the count for the integrand $\psi_{1_k}O\psi_0$, since $\psi_0$ is invariant. When $n=0$ the matrix element therefore vanishes for the complete functions $\mu(Q)$ and $\alpha(Q)$, beyond the linear term. When $n>0$ the intensity is permitted, but its size depends on the molecule.

## (e) Find the characters, and apply the rule to two modes of a square XY$_4$

**Solution.** For the dipole, $\chi_\mu=\operatorname{tr}R$. A general tensor transforms as $\alpha'_{ab}=\sum_{cd}R_{ac}R_{bd}\alpha_{cd}$. Restricting to symmetric tensors inserts the projector $\tfrac12(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$, and the trace becomes

$$\chi_\alpha=\tfrac12\sum_{ab}(R_{aa}R_{bb}+R_{ab}R_{ba})=\tfrac12\left[(\operatorname{tr}R)^2+\operatorname{tr}R^2\right].$$

For the displacements of all atoms, only the $N_R$ atoms left in place contribute to the trace, each with $\operatorname{tr}R$. Translations account for $\operatorname{tr}R$. A small rotation displaces an atom by $\theta\times r$, and $R(\theta\times r)=\det R\,(R\theta)\times(Rr)$, so rotations account for $\det R\operatorname{tr}R$. For a non-linear molecule

$$\chi_{\rm vib}=(N_R-1)\operatorname{tr}R-\det R\operatorname{tr}R .$$

Put X at the origin and the Y atoms on the $\pm x$ and $\pm y$ axes. The group is $D_{4h}$, with $h=16$. The axes $C_2'$ and planes $\sigma_v$ contain bonds; $C_2''$ and $\sigma_d$ lie between them.

Consider two modes. In the in-plane scissoring mode $b_{2g}$ the displacements follow the gradient of $xy$, so the mode transforms as $xy$. In the out-of-plane mode $b_{2u}$ the atoms on the $x$ axis rise while those on the $y$ axis sink, so it transforms as $z(x^2-y^2)$.

| class | size | $\chi_{\rm vib}$ | $\chi_\mu$ | $\chi_\alpha$ | $b_{2g}$ | $b_{2u}$ |
|---|---|---|---|---|---|---|
| $E$ | 1 | 9 | 3 | 6 | 1 | 1 |
| $C_4$ | 2 | −1 | 1 | 0 | −1 | −1 |
| $C_2$ | 1 | 1 | −1 | 2 | 1 | 1 |
| $C_2'$ | 2 | −1 | −1 | 2 | −1 | −1 |
| $C_2''$ | 2 | 1 | −1 | 2 | 1 | 1 |
| $i$ | 1 | −3 | −3 | 6 | 1 | −1 |
| $S_4$ | 2 | −1 | −1 | 0 | −1 | 1 |
| $\sigma_h$ | 1 | 5 | 1 | 2 | 1 | −1 |
| $\sigma_v$ | 2 | 3 | 1 | 2 | −1 | 1 |
| $\sigma_d$ | 2 | 1 | 1 | 2 | 1 | −1 |

With the polarizability, the first five classes contribute $6+0+2-4+4=8$ for either mode. The last five contribute $+8$ for $b_{2g}$ and $-8$ for $b_{2u}$. Hence $n_{\rm Raman}=16/16=1$ for $b_{2g}$ and $0$ for $b_{2u}$.

With the dipole, the first five classes contribute $3-2-1+2-2=0$ for either mode. The last five give $-3+2+1-2+2=0$ for $b_{2g}$ and the opposite, again $0$, for $b_{2u}$. The scissoring mode is Raman active only, and the $b_{2u}$ mode is silent in both spectra.

The other modes can be read from their patterns. The symmetric stretch $a_{1g}$ transforms as $x^2+y^2$, and the stretch $b_{1g}$, with one axis lengthening as the other shortens, as $x^2-y^2$. Motion of the Y atoms along $z$ against X is $a_{2u}$ and transforms as $z$. Along $x$ there are three patterns: X, the pair on the $x$ axis, and the pair on the $y$ axis. Removing the translation leaves two, and with their partners along $y$ they form two $e_u$ pairs, transforming as $(x,y)$. The total is $1+1+1+1+1+4=9$ modes, as $\chi_{\rm vib}(E)$ requires.

## (f) What does a centre of inversion imply for the two spectra?

**Solution.** Inversion is the matrix $-1$, which commutes with every $R$ and has square one. In a species, the vectors with $D(i)v=v$ and those with $D(i)v=-v$ each form a subspace mapped into itself, and together they span the space. One of them must be the whole space. Every species therefore has a definite parity $p=+1$ ($g$) or $p=-1$ ($u$).

Now change variables by inversion in the transition integrals. The excited state gives a factor $p$ and the ground state a factor $1$. The dipole gives $-1$, and the polarizability gives $(-1)^2=1$:

$$\langle1_k|\mu|0\rangle=-p\,\langle1_k|\mu|0\rangle,\qquad \langle1_k|\alpha|0\rangle=p\,\langle1_k|\alpha|0\rangle .$$

For $p=+1$ the dipole element is zero, and for $p=-1$ the polarizability element is zero. In a centrosymmetric molecule no fundamental is active in both spectra. This is mutual exclusion. It does not say that each mode is active in one of them, as the $b_{2u}$ mode shows.

The rule concerns fundamentals. The state with two quanta in the $b_{2u}$ mode is $\propto(2\omega Q^2-1)\psi_0$, which is totally symmetric. This overtone is Raman allowed although the fundamental is silent.

## (g) Does the absence of shared active modes prove that there is a centre?

**Solution.** No. Consider groups with an $n$-fold axis along $z$ and a horizontal mirror plane. Label functions by their angular dependence $e^{im\varphi}$ and their parity under $z\to-z$. The dipole contains $m=0$ (odd) and $m=\pm1$ (even). The polarizability contains $m=0$ (even), $m=\pm1$ (odd) and $m=\pm2$ (even).

An $n$-fold rotation distinguishes values of $m$ only up to multiples of $n$. For $n=5$, the values $\pm2$ and $\pm1$ remain distinct, so no species is shared. The group $D_{5h}$ thus forbids coincidences without having a centre. For $n=3$, $-2$ and $1$ are equivalent, and in $D_{3h}$ the functions $(x,y)$ and $(x^2-y^2,-2xy)$ share a species, as found in part (b).

One and the same fundamental active in both spectra does rule out a centre, under the assumptions of part (c) and for a molecule whose surroundings do not lower its symmetry. Equal band positions are not enough, because a $g$ mode and a $u$ mode can coincide by accident: in the square of part (h) with $k_e$ raised to 6.34 eV/Å$^2$, the Raman-active $b_{2g}$ mode and the infrared-active $a_{2u}$ mode both lie at 415 cm$^{-1}$.

## (h) Compare the rules with computed modes of a model XY$_4$

Take bonds of length $r_0=1.7$ Å and masses $m_X=30$ u, $m_Y=20$ u. Bond springs have $k_r=30$ eV/Å$^2$, and springs between neighbouring Y atoms have $k_e=3$ eV/Å$^2$. In the square, each pair of opposite bonds with unit vectors $u,u'$ also has the bending energy $\tfrac12k_b|u+u'|^2$, with $k_b=5$ eV. The atoms carry charges $1.2\,e$ (X) and $-0.3\,e$ (Y) and polarizabilities 0.5 and 0.8 Å$^3$, and they polarize one another. These are round model parameters and do not describe a particular substance.

**Solution.** Two frequencies of the square follow by hand. In the $b_{1g}$ stretch each bond changes by $\pm\delta$. Neighbouring Y–Y distances are unchanged to first order, because one bond lengthens while the other shortens. The potential energy is $2k_r\delta^2$ and the kinetic energy $2m_Y\dot\delta^2$, so $\omega^2=k_r/m_Y$.

In the $b_{2u}$ mode the Y atoms move by $\pm t$ along $z$, perpendicular to every bond and Y–Y line, so those lengths change only at order $t^2$ and their springs do not contribute to the harmonic energy. The bending term remains, and $|u+u'|=2t/r_0$ for both opposite pairs. The potential energy is $4k_bt^2/r_0^2$ and the kinetic energy $2m_Y\dot t^2$, so $\omega^2=2k_b/(r_0^2m_Y)$. The ratio is

$$\frac{\omega(b_{2u})}{\omega(b_{1g})}=\sqrt{\frac{2k_b}{r_0^2k_r}}=\sqrt{\frac{10}{2.89\times30}}=0.340 ,$$

in agreement with the computed energies, $0.0269/0.0792=0.340$.

The table gives first-order transition moments. Each is the root of the sum of squares over all components and over the members of a degenerate set.

| square mode | energy (eV) | $\lvert\mu\rvert$ ($e$ Å) | $\lvert\alpha\rvert$ (Å$^3$) |
|---|---|---|---|
| $b_{2u}$ | 0.0269 | 0 | 0 |
| $b_{2g}$ | 0.0354 | 0 | 0.037 |
| $e_u$ | 0.0460 | 0.006 | 0 |
| $a_{2u}$ | 0.0515 | 0.018 | 0 |
| $b_{1g}$ | 0.0792 | 0 | 0.078 |
| $a_{1g}$ | 0.0867 | 0 | 0.064 |
| $e_u$ | 0.1243 | 0.095 | 0 |

The largest dipole moment belongs to the mode at 0.1243 eV (1003 cm$^{-1}$) and the largest polarizability moment to the mode at 0.0792 eV (639 cm$^{-1}$). The two allowed $e_u$ modes differ in dipole moment by a factor of about 16: symmetry permits an intensity without fixing it. Using the complete $\mu$ and $\alpha$ along each mode, with the other modes at rest, changes the moments by at most about 0.5% of the largest one. With harmonic states and straight-line displacements, the first overtone of the silent mode has $|\alpha|=0.0039$ Å$^3$, small but not zero. For an overtone this estimate is incomplete. A displacement $t$ along $z$ lengthens each bond by $t^2/(2r_0)$ and each neighbouring Y–Y distance by $\sqrt2\,t^2/r_0$, and a symmetric stretch $\delta$ changes the bending energy to $4k_bt^2/(r_0+\delta)^2$. The potential thus contains the term $(2k_r/r_0+8k_e/r_0-8k_b/r_0^3)\,t^2\delta=(35.3+14.1-8.1)\,t^2\delta$ in eV and Å, which couples the mode to the $a_{1g}$ stretch. This anharmonic coupling contributes at the same order, and with all three parts included it lowers the moment to about 0.0017 Å$^3$.

Now arrange the same atoms as a tetrahedron, without the bending term for opposite bonds. In $T_d$ the function $xyz$ is invariant, so its gradient $(yz,zx,xy)$ transforms as $(x,y,z)$. This shared species is $t_2$. The two $t_2$ sets, at 0.0279 eV (225 cm$^{-1}$) and 0.1110 eV (895 cm$^{-1}$), are active in both spectra, with dipole moments 0.027 and 0.087 $e$ Å and polarizability moments 0.079 and 0.115 Å$^3$. The $a_1$ and $e$ modes are Raman active only.

Finally, return to the square and raise the mass of one Y atom to 25 u. The functions $\mu$ and $\alpha$ still have the full symmetry of the square, but the kinetic energy no longer has a centre, and the normal modes need not have a parity. All nine modes then have non-zero computed moments for both $\mu$ and $\alpha$, though some are very small: the mode at 0.1243 eV has $|\alpha|\approx2.5\times10^{-5}$ Å$^3$, about 3000 times below the largest. This is why the masses belong to the definition of $G$. The numerical check compares the predicted activities of both regular molecules with the computed moments.

## Computed results

```
Function-set pairs in D3h: forbidden 13  allowed 8
Forbidden integrals all below 1e-10: True
Allowed integral of w x(x2-y2): 2.5057 (dimensionless)
Same species, w y(x2-y2): 0.0000 (dimensionless)
D4h: order 16, centre True, dipole-polarizability invariants 0
D3h: order 12, centre False, dipole-polarizability invariants 1
D5h: order 20, centre False, dipole-polarizability invariants 0
Td: order 24, centre False, dipole-polarizability invariants 1
Bond length 1.7 angstrom; masses X 30.0, Y 20.0 u
Springs: X-Y 30.0, Y-Y 3.0 eV/angstrom^2; square trans bend 5.0 eV
Charges: X 1.2, Y -0.3 e
Atomic polarizabilities: X 0.5, Y 0.8 angstrom^3
Square: operation, class size, unmoved atoms, chi vib, mu, alpha
  E        1  5   9   3   6
  C4       2  1  -1   1   0
  C2       1  1   1  -1   2
  C2'      2  3  -1  -1   2
  C2''     2  1   1  -1   2
  i        1  1  -3  -3   6
  S4       2  1  -1  -1   0
  sigma_h  1  5   5   1   2
  sigma_v  2  3   3   1   2
  sigma_d  2  1   1   1   2
Square: species, eV, cm^-1, n_IR, n_Raman, |mu| e angstrom, |alpha| angstrom^3
  b2u  0.02689    217  0  0  0.00000  0.00000
  b2g  0.03541    286  0  1  0.00000  0.03682
  eu   0.04600    371  1  0  0.00603  0.00000
  a2u  0.05150    415  1  0  0.01813  0.00000
  b1g  0.07918    639  0  1  0.00000  0.07800
  a1g  0.08674    700  0  2  0.00000  0.06385
  eu   0.12432   1003  1  0  0.09477  0.00000
Tetrahedron: species, eV, cm^-1, n_IR, n_Raman, |mu| e angstrom, |alpha| angstrom^3
  e    0.02504    202  0  1  0.00000  0.08918
  t2   0.02793    225  1  1  0.02653  0.07913
  a1   0.09369    756  0  1  0.00000  0.02123
  t2   0.11098    895  1  1  0.08659  0.11530
Full minus first-order moment, relative to largest: mu 0.0052, alpha 0.0054
Silent b2u mode, first overtone |alpha|: 0.003875 angstrom^3
Square with one Y of 25.0 u: modes active in both: 9 of 9
```
